\section*{Electron-electron against electron-phonon scattering in copper at 300 K}

\section*{Problem}

Treat the conduction electrons of copper, one per atom, as a free-electron gas at 300~K. The crystal is face-centred cubic with a lattice constant of roughly 3.6~\AA, and its resistivity at this temperature is roughly $1.7~\mu\Omega\,$cm.

\begin{enumerate}
\item Find the rate at which an electron near the Fermi level is relaxed by collisions with other electrons, using a screened Coulomb interaction and the Pauli principle.
\item Average it over the thermal layer and compare it with the electron-phonon rate contained in the resistivity. Is the ratio below one percent?
\item How far does the answer depend on exchange, on the screening model and on the band mass?
\end{enumerate}

Hartree atomic units are used unless another unit is written. $T$ stands for $k_BT$, $\xi$ is an energy measured from the Fermi level, $f$ is the Fermi function, and $\varepsilon=k^2/2m$ with $m$ the band mass in electron masses.

\section*{Solution}

\subsection*{Collision rate and interaction}

An electron in state $\mathbf k_1$ meets a partner $\mathbf k_2$, and the two leave in $\mathbf k_1'$ and $\mathbf k_2'=\mathbf k_1+\mathbf k_2-\mathbf k_1'$. The golden rule gives the out-scattering rate
\begin{equation}
\Gamma_{\rm out}=\int\!\frac{d^3k_2}{(2\pi)^3}\frac{d^3k_1'}{(2\pi)^3}\,2\pi\,\delta(\varepsilon_1+\varepsilon_2-\varepsilon_1'-\varepsilon_2')\,M f_2(1-f_1')(1-f_2').
\label{golden}
\end{equation}
Let $q=|\mathbf k_1-\mathbf k_1'|$ and $q'=|\mathbf k_1-\mathbf k_2'|$. A partner of opposite spin contributes $W(q)^2$ to $M$. For equal spins the amplitude is $W(q)-W(q')$, and integrating over all $\mathbf k_1'$ counts each final pair twice, hence a factor $\tfrac12$:
\begin{equation}
M=W(q)^2+\tfrac12\,[W(q)-W(q')]^2 .
\end{equation}
Dropping the cross term $-W(q)W(q')$ leaves $\frac32W(q)^2+\frac12W(q')^2$. This is equivalent to $2W(q)^2$ under the integral, which is symmetric in the two final states. It is called the direct rate below.

In-scattering also restores equilibrium. With all other states in equilibrium, $\dot f_1=-\Gamma_{\rm out}f_1+\Gamma_{\rm in}(1-f_1)$, so a deviation decays at $\Gamma=\Gamma_{\rm out}+\Gamma_{\rm in}$. Detailed balance, $\Gamma_{\rm out}f=\Gamma_{\rm in}(1-f)$, then gives $\Gamma=\Gamma_{\rm out}/(1-f)$.

For the interaction take static Thomas-Fermi screening. A potential energy $U$ changes the density by $-(dn/d\mu)U$, and Poisson's equation for a unit charge gives $q^2U=4\pi[1-(dn/d\mu)U]$. Since $n=k_F^3/3\pi^2$ and $\mu=k_F^2/2m$, one has $dn/d\mu=mk_F/\pi^2$, so
\begin{equation}
W(q)=\frac{4\pi}{q^2+k_s^2},\qquad k_s^2=\frac{4mk_F}{\pi}.
\end{equation}
The static form needs an energy transfer, of order $T$, small against $v_Fq$. It fails for $q\lesssim T/v_F$, which is a fraction of order $T/4E_F\approx0.001$ of the range up to $2k_F$.

\subsection*{Separating energies from angles}

Write $d^3k_2=mk_2\,d\varepsilon_2\,d\Omega_2$. For $\mathbf k_1'$ use polar coordinates about the total momentum $\mathbf P=\mathbf k_1+\mathbf k_2$, with polar angle $\chi$ and azimuth $\phi$. At fixed $k_1'$,
\begin{equation}
\varepsilon_2'=\frac{P^2+k_1'^2-2Pk_1'\cos\chi}{2m}
\quad\Rightarrow\quad |d\cos\chi|=\frac{m\,d\varepsilon_2'}{Pk_1'} .
\end{equation}
Together with $k_1'^2dk_1'=mk_1'd\varepsilon_1'$ this gives $d^3k_1'=(m^2/P)\,d\varepsilon_1'd\varepsilon_2'd\phi$.

The Fermi functions keep all four energies within a few $T$ of the Fermi level. To leading order in $T/E_F$, all four momenta may therefore be put on the Fermi sphere everywhere else. If $\theta$ is the angle between $\mathbf k_1$ and $\mathbf k_2$, then $P=2k_F\cos(\theta/2)$ and $d\Omega_2\to2\pi\sin\theta\,d\theta$. Let $S$ denote the remaining energy integral. Because $\sin\theta/[2\cos(\theta/2)]=\sin(\theta/2)$,
\begin{equation}
\Gamma_{\rm out}=\frac{m^3}{(2\pi)^4}\,S\int_0^\pi\!d\theta\,\sin\frac\theta2\int_0^{2\pi}\!d\phi\,M .
\label{angles}
\end{equation}

The vectors $\mathbf k_1-\mathbf k_2$ and $\mathbf k_1'-\mathbf k_2'$ are both perpendicular to $\mathbf P$ and have length $2k_F\sin(\theta/2)$. Measure $\phi$ as the angle between them. Half their difference and half their sum have lengths
\begin{equation}
q=2k_F\sin\tfrac\theta2\sin\tfrac\phi2,\qquad q'=2k_F\sin\tfrac\theta2\left|\cos\tfrac\phi2\right| .
\end{equation}
Set $\alpha=\theta/2$ and $\beta=\phi/2$. The angular integral becomes $4\int_0^{\pi/2}\sin\alpha\,d\alpha\int_0^\pi d\beta\,M$, an integral over a quarter of the unit sphere, whose area is $\pi$. With $x=\sin\alpha\cos\beta$ and $y=\sin\alpha\sin\beta$, the transfers are $q=2k_F|y|$ and $q'=2k_F|x|$. By reflection symmetry the quarter-sphere average equals the average $\langle M\rangle$ over the whole sphere, and the integral is $4\pi\langle M\rangle$.

\subsection*{Phase space}

Measure energies in units of $T$, with $x_1=\xi/T$ for the first electron and $u$ the energy it gives up. The partner goes from $a$ to $a+u$. Since $f(a+u)[1-f(a)]=e^{-u}f(a)[1-f(a+u)]$,
\begin{equation}
\int\!da\,f(a)[1-f(a+u)]=\int\!da\,\frac{f(a)-f(a+u)}{1-e^{-u}}=\frac{u}{1-e^{-u}} .
\end{equation}
The final state of the first electron is empty with probability $g(u-x_1)$, where $g(z)=1/(1+e^z)$. Dividing by $1-f(x_1)=1/(1+e^{-x_1})$ and putting $N(u)=1/(e^u-1)$,
\begin{equation}
\frac{S}{T^2(1-f)}=\int\!du\,\frac{u\,(1+e^{-x_1})}{(1-e^{-u})(1+e^{u-x_1})}
=\int\!du\,u\,[N(u)+g(u-x_1)] ,
\end{equation}
where the last form follows by adding the two fractions. Now split off step functions:
\begin{align}
N(u)&=-\Theta(-u)+\frac{\operatorname{sgn}u}{e^{|u|}-1}, &
g(z)&=\Theta(-z)+\frac{\operatorname{sgn}z}{e^{|z|}+1}.
\end{align}
The steps together give $\int u[\Theta(x_1-u)-\Theta(-u)]du=x_1^2/2$ for either sign of $x_1$. The remainder of $N$ gives $2\int_0^\infty u\,du/(e^u-1)=\pi^2/3$. In the remainder of $g$ put $u=x_1+z$. The part proportional to $x_1$ is odd in $z$ and vanishes, and the rest gives $2\int_0^\infty z\,dz/(e^z+1)=\pi^2/6$. The sum is
\begin{equation}
S=(1-f)\,\frac{\xi^2+\pi^2T^2}{2} .
\end{equation}
Two of the three energies are free after energy conservation, and each is confined to a layer of width $T$ or $\xi$. This is the origin of the quadratic law. Inserting $S$ and the angular integral into (\ref{angles}),
\begin{equation}
\Gamma(\xi)=\frac{m^3}{16\pi^4}\,4\pi\langle M\rangle\,\frac{\xi^2+\pi^2T^2}{2}
=\frac{m^3\langle M\rangle}{8\pi^3}\,(\xi^2+\pi^2T^2).
\label{gamma}
\end{equation}

\subsection*{Angular averages}

Let $b=4k_F^2/k_s^2=\pi k_F/m$ and $W_0=4\pi/k_s^2=\pi^2/(mk_F)$, so that $W(2k_Fy)=W_0/(1+by^2)$. On a unit sphere a band of height $dy$ has area $2\pi\,dy$, so $y$ is uniformly distributed. Hence $\langle W(q)^2\rangle=W_0^2I$ with
\begin{equation}
I=\int_0^1\!\frac{dy}{(1+by^2)^2}
=\frac12\left[\frac{y}{1+by^2}+\frac{\arctan(\sqrt b\,y)}{\sqrt b}\right]_0^1
=\frac12\left[\frac1{1+b}+\frac{\arctan\sqrt b}{\sqrt b}\right].
\end{equation}

For the cross term $\langle W(q)W(q')\rangle=W_0^2J$, fix $y$ and write $x=\sqrt{1-y^2}\cos\gamma$. With $c=b(1-y^2)$ and $t=\tan\gamma$, the average of $1/(1+c\cos^2\gamma)$ over $\gamma$ is $\frac2\pi\int_0^\infty dt/(1+c+t^2)=1/\sqrt{1+c}$. Therefore
\begin{equation}
J=\int_0^1\frac{dy}{(1+by^2)\sqrt{1+b-by^2}} .
\end{equation}
Substitute $w=y/\sqrt{1+b-by^2}$, which also runs from 0 to 1. Then
\begin{equation}
\frac{dy}{\sqrt{1+b-by^2}}=\frac{dw}{1+bw^2},\qquad
1+by^2=\frac{1+b(b+2)w^2}{1+bw^2},
\end{equation}
and
\begin{equation}
J=\int_0^1\frac{dw}{1+b(b+2)w^2}=\frac{\arctan\sqrt{b(b+2)}}{\sqrt{b(b+2)}} .
\end{equation}

Since $\langle W(q')^2\rangle=\langle W(q)^2\rangle$, the full average is $\langle M\rangle=W_0^2(2I-J)$, against $2W_0^2I$ for the direct rate. Exchange multiplies the rate by $1-J/2I$. From $\langle[W(q)-W(q')]^2\rangle\ge0$ follows $J\le I$, and $J>0$, so this factor lies between $\frac12$ and 1. For $b\to0$ the interaction is a contact one, $I=J=1$, and the factor is $\frac12$: electrons of equal spin do not scatter. For $b\to\infty$, $J\simeq\pi/2b$ falls faster than $I\simeq\pi/4\sqrt b$, and exchange drops out.

\subsection*{Thermal average}

Use the weight $-f'(\xi)$, which selects the electrons that carry current. Integrating by parts, $\int(-f')\xi^2d\xi=4T^2\int_0^\infty z\,dz/(e^z+1)=\pi^2T^2/3$. The average of $\xi^2+\pi^2T^2$ is thus $\frac43\pi^2T^2$. With $W_0^2=\pi^4/(m^2k_F^2)$ and $k_F^2=2mE_F$, equation (\ref{gamma}) gives
\begin{equation}
\bar\Gamma=\frac{m^3}{8\pi^3}\,\frac{\pi^4(2I-J)}{m^2k_F^2}\,\frac{4\pi^2T^2}{3}
=\frac{\pi^3}{12}\,(2I-J)\,\frac{T^2}{E_F}.
\label{mean}
\end{equation}

\subsection*{The electron-phonon rate}

In a field $E$ the force on an electron is $-E$. The Boltzmann equation with a constant time $\tau$ gives $\delta f=\tau E\,\partial f/\partial k_x$. The current density is
\begin{equation}
j=-2\int\!\frac{d^3k}{(2\pi)^3}\,\frac{k_x}{m}\,\tau E\,\frac{\partial f}{\partial k_x}
=\frac{\tau E}{m}\,2\int\!\frac{d^3k}{(2\pi)^3}f=\frac{n\tau}{m}E ,
\end{equation}
after an integration by parts, so $1/\tau=n\rho/m$. In pure copper at room temperature $\rho$ is assigned to phonons. This $1/\tau$ is a transport rate, which weights collisions by the current they destroy.

\subsection*{Numbers for copper}

Four atoms per cubic cell give $n=4/a^3=0.0127$, hence $k_F=(3\pi^2n)^{1/3}=0.722$. For $m=1$, $E_F=0.2605$ hartree, while $T=9.50\times10^{-4}$ hartree. The screening parameter is $b=\pi k_F=2.268$, which gives $I=0.480$, $J=0.405$ and an exchange factor of 0.578. From (\ref{mean}),
\begin{equation}
\bar\Gamma=2.584\times0.555\times3.464\times10^{-6}=4.97\times10^{-6},
\end{equation}
and $8.59\times10^{-6}$ without exchange. The atomic unit of resistivity, $\hbar a_0/e^2$, is $21.7~\mu\Omega\,$cm, so $\rho=0.0782$ and
\begin{equation}
\frac1\tau=0.0127\times0.0782=9.93\times10^{-4}.
\end{equation}
The ratio is $4.97\times10^{-6}/9.93\times10^{-4}=0.50$ percent, or 0.86 percent without exchange. In this model the answer to the second question is yes. As times, $1/\bar\Gamma$ is about 4.9~ps and $\tau$ about 24~fs.

The derivation kept the leading order in $T/E_F=0.0036$. Integrating (\ref{golden}) by Monte Carlo sampling, with momentum and energy conserved without that approximation, gives $\Gamma(0)=(3.71\pm0.02)\times10^{-6}$ with exchange; equation (\ref{gamma}) gives $3.73\times10^{-6}$. At $\xi=2T$ and $m=1.3$ the sampled rate is $1.6\pm0.4$ percent below the formula, where the uncertainty is the standard error of the sampling. Part of this gap is sampling noise: numerical quadrature of the same integral puts the shortfall at 0.4 percent in the first case and 1.0 percent in the second, a few times $T/E_F$ at most, as expected of the neglected terms. Both differences are small compared with the model uncertainties examined next.

\subsection*{Screening and band mass}

Thomas-Fermi theory uses the response to a slowly varying potential, although $q$ extends to $2k_F$. First-order perturbation theory for a static potential replaces $dn/d\mu$ by
\begin{equation}
4\int\!\frac{d^3k}{(2\pi)^3}\frac{f_k}{\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}}
=\frac{m}{\pi^2q}\int_0^{k_F}\!k\ln\left|\frac{2k+q}{2k-q}\right|dk ,
\end{equation}
taken as a principal value at $T=0$. The 4 counts two spins and the two terms of the density that are linear in the perturbed orbital. With $h=q/2$, an antiderivative of $k\ln|(k+h)/(k-h)|$ is $\frac12(k^2-h^2)\ln|(k+h)/(k-h)|+hk$. Setting $h=k_Fy$, the response is $(mk_F/\pi^2)L(y)$ with the Lindhard function
\begin{equation}
L(y)=\frac12+\frac{1-y^2}{4y}\ln\left|\frac{1+y}{1-y}\right| .
\end{equation}
It falls from 1 at $y=0$ to $\frac12$ at $y=1$, so screening is weaker at large transfer. In the direct rate $I$ becomes $\int_0^1dy/[L(y)+by^2]^2$, which numerical quadrature gives as 0.515. The direct ratio rises to $0.865\times0.515/0.480\approx0.93$ percent. Exchange lowers it, because $W(q)W(q')$ is positive; numerical averaging over the sphere gives 0.52 percent.

Now let the band mass vary at fixed density and resistivity. From (\ref{mean}) and $1/\tau=n\rho/m$,
\begin{equation}
R=\bar\Gamma\tau=\frac{\pi^3}{6}\,\frac{m^2(2I-J)\,T^2}{k_F^2\,n\rho},\qquad b=\frac{\pi k_F}{m}.
\end{equation}
In the explicit factor $m^2$, one power comes from the smaller Fermi energy and one from the smaller $1/\tau$ that the same resistivity then implies. A larger $m$ also lowers $b$, which raises $2I-J$ near $m=1$, so $R$ grows somewhat faster than $m^2$ there. Solving $R=0.01$ numerically gives the last two rows of the table.

\begin{center}
\begin{tabular}{llcc}
\hline
Screening & Exchange & $m$ & Ratio (percent)\\
\hline
Thomas-Fermi & yes & 1 & 0.50\\
Thomas-Fermi & no & 1 & 0.86\\
Lindhard & no & 1 & 0.93\\
Thomas-Fermi & no & 1.06 & 1\\
Thomas-Fermi & yes & 1.36 & 1\\
\hline
\end{tabular}
\end{center}

The margin below one percent is therefore about a factor of two at most among these cases, and a moderately enhanced band mass uses it up. Copper has such a mass: its electronic specific heat corresponds to $m\approx1.4$ (including a phonon enhancement), and its optical mass is roughly 1.4 to 1.5. For $m$ between 1.39 and 1.49 the model with exchange gives 1.1 to 1.2 percent and $\tau$ of 34 to 36~fs, so with these masses and no $d$-shell screening the ratio is slightly above one percent. ``Below about one percent'' is an order-of-magnitude statement, not a strict bound for real copper.

\subsection*{What the ratio means}

The average hides a dependence on energy. With exchange, $\Gamma(\xi)$ reaches one percent of $1/\tau$ when $1+(\xi/\pi T)^2=9.935/3.725=2.67$, that is at $|\xi|\approx4T$. Electrons farther out exceed one percent, but they carry a share $2/(e^4+1)$, under 4 percent, of the weight $-f'$.

Nor is $R$ the electron-electron share of the resistivity. In a parabolic band the current is proportional to the total momentum, which the collisions treated here conserve, so by themselves they cause no resistivity. In a crystal, umklapp collisions transfer momentum to the lattice, and their fraction has not been estimated.

Polarization of the filled $d$ shell is also left out. If it is represented by a background constant $\epsilon>1$, then $W=4\pi/(\epsilon q^2+k_s^2)$ is smaller at every $q>0$, and the direct rate falls. For $m=1$ and an illustrative $\epsilon=5$ the ratio drops to 0.42 percent without exchange and 0.31 percent with it, an effect that opposes the band mass and is of similar size. The real Fermi surface and the Bloch character of the states are omitted too, and their effect is not settled by this model.

At other temperatures $R\propto T^2/\rho(T)$. Near 300~K the resistivity is roughly linear in $T$, so $R$ grows on heating: for $m=1$ it passes one percent near 350~K without exchange and between 600 and 700~K with it. On cooling it first falls, to a minimum near 100~K, and then grows where the phonon resistivity falls faster than $T^2$. The result at 300~K must not be carried over to either much higher or much lower temperature.

Numbers in the example were calculated in double precision.
